**PW92 uniform-gas correlation: high-density constraints and low-density powers**

For the correlation energy per electron $G=-2A(1+\alpha_1r_s)\ln[1+1/(2AQ)]$, with $Q=\beta_1r_s^{1/2}+\beta_2r_s+\beta_3r_s^{3/2}+\beta_4r_s^{p+1}$, the limit $c_0\ln r_s-c_1$ without a square-root term requires $A=c_0$, $\beta_1=e^{-c_1/2c_0}/(2c_0)$ and $\beta_2=2A\beta_1^2$. Here $r_s$ is the radius of the sphere holding one electron, and Hartree atomic units are used. The program asserts the high- and low-density coefficients against high-precision evaluation of $G$, including a case with a deliberately wrong $\beta_2$ and one with $p\neq1$. It also asserts agreement with libxc to a relative tolerance of $10^{-4}$; the largest difference found is $9.6\times10^{-6}$. Quadrature of the random-phase correlation energy tests the logarithmic coefficient, the absence of a square-root term in that approximation, and the prescription for $\beta_1$ and $\beta_2$. An Ewald sum tests the Einstein curvature of a bcc electron lattice and compares its static energy, with exchange removed, with the PW92 coefficient $d_0=\alpha_1/\beta_4$. The output gives $\beta_1=7.5956$, $\beta_2=3.5875$, $d_0=0.4335$ and $d_1=\alpha_1\beta_3/\beta_4^2=1.4407$ for the unpolarized gas. The constant $c_1$ and the parameters $\alpha_1$, $\beta_3$ and $\beta_4$ are published inputs that the program does not derive.

## Program and output

```python
"""PW92 correlation energy per electron of the unpolarized uniform gas.

G = -2A(1+alpha1*rs)*ln(1+1/(2A*Q)),
Q = beta1*rs^(1/2)+beta2*rs+beta3*rs^(3/2)+beta4*rs^(p+1).
Result under test: a high-density limit c0*ln(rs)-c1 without a sqrt(rs)
term requires A=c0, beta1=exp(-c1/(2c0))/(2c0), beta2=2*A*beta1^2.
For p=1 the low-density limit is -d0/rs+d1/rs^(3/2)-d2/rs^2, with
d0=alpha1/beta4 and d1=alpha1*beta3/beta4^2.
Hartree atomic units; rs is the radius of the sphere holding one electron.
"""
import itertools
import numpy as np
import mpmath as mp
from scipy.special import erf, erfc
from pyscf.dft import libxc

mp.mp.dps = 70


def pw_form(rs, A, alpha1, beta1, beta2, beta3, beta4, p=1):
    rs = mp.mpf(rs)
    root = mp.sqrt(rs)
    Q = beta1*root + beta2*rs + beta3*rs*root + beta4*rs**(p + 1)
    return -2*A*(1 + alpha1*rs)*mp.log1p(1/(2*A*Q))


def fixed_betas(c0, c1):
    beta1 = mp.exp(-c1/(2*c0))/(2*c0)
    return beta1, 2*c0*beta1**2


# Inputs of the published construction
c0 = (1 - mp.log(2))/mp.pi**2
c1 = mp.mpf('0.046644')
alpha1 = mp.mpf('0.21370')
beta3 = mp.mpf('1.6382')
beta4 = mp.mpf('0.49294')
beta1, beta2 = fixed_betas(c0, c1)
params = (c0, alpha1, beta1, beta2, beta3, beta4)

# High-density coefficients, compared with direct evaluation of G
g = 2*c0*beta1
c2 = c0*alpha1
c3 = 2*c0*(g**2 - beta3/beta1 - alpha1*mp.log(g))
tiny = mp.mpf('1e-24')
remainder = pw_form(tiny, *params) - c0*mp.log(tiny) + c1
assert abs(remainder/mp.sqrt(tiny)) < mp.mpf('1e-10')
c3_direct = -(remainder/tiny - c2*mp.log(tiny))
assert abs(c3_direct - c3) < mp.mpf('1e-9')

# A wrong beta2 must leave the predicted sqrt(rs) term
wrong_beta2 = beta2*mp.mpf('1.1')
wrong = pw_form(tiny, c0, alpha1, beta1, wrong_beta2, beta3, beta4)
root_direct = (wrong - c0*mp.log(tiny) + c1)/mp.sqrt(tiny)
root_formula = 2*c0*(wrong_beta2/beta1 - 2*c0*beta1)
assert abs(root_formula) > mp.mpf('1e-3')
assert abs(root_direct - root_formula) < mp.mpf('1e-9')

# Low-density coefficients, compared with direct evaluation of G
d0 = alpha1/beta4
d1 = alpha1*beta3/beta4**2
d2 = 1/beta4 - alpha1*beta2/beta4**2 + alpha1*beta3**2/beta4**3
huge = mp.mpf('1e24')
low = pw_form(huge, *params)
assert abs(-low*huge - d0) < mp.mpf('1e-10')
assert abs((low + d0/huge)*huge**mp.mpf('1.5') - d1) < mp.mpf('1e-10')
d2_direct = -(low + d0/huge - d1/huge**mp.mpf('1.5'))*huge**2
assert abs(d2_direct - d2) < mp.mpf('1e-9')

# Another exponent p must change the leading power to rs^(-p)
p_other = mp.mpf('0.75')
far = mp.mpf('1e60')
other = pw_form(far, *params, p=p_other)
assert abs(-other*far**p_other - d0) < mp.mpf('1e-10')
assert abs(other*far) > 1e10

# The completed function against an independent implementation.
# libxc uses rounded published parameters, hence the tolerance.
rs_check = np.array([0.01, 0.1, 1.0, 10.0, 100.0])
density = 3/(4*np.pi*rs_check**3)
reference = libxc.eval_xc(',LDA_C_PW', density, spin=0, deriv=1)[0]
ours = np.array([float(pw_form(r, *params)) for r in rs_check])
libxc_error = np.max(np.abs(ours/reference - 1))
assert libxc_error < 1e-4


def rpa_energy(rs, n_q=160, n_u=240):
    """Random-phase correlation energy by imaginary-frequency quadrature."""
    kf = (9*np.pi/4)**(1/3)/rs
    node, weight = np.polynomial.legendre.leggauss(n_u)
    s = (node + 1)/2
    u = (s/(1 - s))[None, :]
    wu = (weight/2/(1 - s)**2)[None, :]
    node, weight = np.polynomial.legendre.leggauss(n_q)
    total = 0.0
    for left, right in ((1e-6, 2.0), (2.0, 200.0)):
        a, b = np.log(left), np.log(right)
        q = np.exp((b - a)*node/2 + (a + b)/2)[:, None]
        wq = (weight*(b - a)/2)[:, None]
        minus = 1 - q/2
        plus = 1 + q/2
        logarithm = np.log1p(2*q/(minus**2 + u**2))
        angles = np.arctan(plus/u) + np.arctan(minus/u)
        lind = 0.5*(1 + (1 + u**2 - q**2/4)*logarithm/(2*q) - u*angles)
        y = 4*np.maximum(lind, 0)/(np.pi*kf*q**2)
        total += np.sum(wq*wu*q**4*(np.log1p(y) - y))
    return 3*kf**2*total/(4*np.pi)


# The logarithm and the missing sqrt(rs) term in a microscopic calculation
rpa = {r: rpa_energy(r) for r in (1e-5, 1e-4, 1e-3, 1e-2)}
quadrature_change = abs(rpa[1e-2] - rpa_energy(1e-2, 110, 170))
assert quadrature_change < 1e-5
c0_rpa = (rpa[1e-4] - rpa[1e-5])/np.log(10)
assert abs(c0_rpa/float(c0) - 1) < 2e-3
c1_rpa = float(c0)*np.log(1e-5) - rpa[1e-5]
rest = {r: rpa[r] - float(c0)*np.log(r) + c1_rpa for r in (1e-3, 1e-2)}
rest_power = np.log10(abs(rest[1e-2]/rest[1e-3]))
assert rest_power > 0.75

# The beta prescription must follow the microscopic energy; beta2=0 must not
b1_rpa, b2_rpa = fixed_betas(c0, mp.mpf(c1_rpa))
error_with = abs(float(pw_form(1e-3, c0, 0, b1_rpa, b2_rpa, 0, 0))
                 - rpa[1e-3])
error_without = abs(float(pw_form(1e-3, c0, 0, b1_rpa, 0, 0, 0))
                    - rpa[1e-3])
assert error_with < 1e-4
assert error_without > 4e-4


def site_potential(displacement, eta):
    """Energy of one electron in a fixed bcc lattice with background, rs=1."""
    volume = 4*np.pi/3
    a = (2*volume)**(1/3)
    grid = np.array(list(itertools.product(range(-5, 6), repeat=3)), float)
    sites = a*np.vstack((grid, grid + 0.5))
    sites = sites[np.sum(sites**2, axis=1) > 1e-10]
    r = np.array([displacement, 0.0, 0.0])
    distance = np.linalg.norm(sites - r, axis=1)
    even = np.sum(grid, axis=1) % 2 == 0
    nonzero = np.sum(grid**2, axis=1) > 0
    waves = 2*np.pi/a*grid[even & nonzero]
    k2 = np.sum(waves**2, axis=1)
    reciprocal = np.sum(np.cos(waves @ r)*np.exp(-k2/(4*eta**2))/k2)
    if displacement == 0:
        own = 2*eta/np.sqrt(np.pi)
    else:
        own = erf(eta*abs(displacement))/abs(displacement)
    return (np.sum(erfc(eta*distance)/distance)
            + 4*np.pi/volume*reciprocal - own
            - np.pi/(volume*eta**2))


# Static and Einstein coefficients of the localized-electron limit
static = site_potential(0.0, 1.0)/2
assert abs(static - site_potential(0.0, 1.3)/2) < 1e-9
h = 0.01
curvature = (site_potential(h, 1.0) - 2*site_potential(0.0, 1.0)
             + site_potential(-h, 1.0))/h**2
assert abs(curvature - 1) < 1e-3
einstein = 1.5*np.sqrt(curvature)
exchange = -0.75*(3/np.pi)**(1/3)*(3/(4*np.pi))**(1/3)
d0_crystal = -(static - exchange)
assert abs(float(d0)/d0_crystal - 1) < 0.03


def show(label, value, unit, digits=6):
    print(f"{label}: {float(value):.{digits}g} {unit}")


print("Unpolarized uniform gas, Hartree atomic units, rs in bohr")
show("Input c0 = A", c0, "hartree")
show("Input c1", c1, "hartree")
show("Input alpha1", alpha1, "a.u.")
show("Input beta3", beta3, "a.u.")
show("Input beta4 (p = 1)", beta4, "a.u.")
show("Exponent -c1/(2 c0)", -c1/(2*c0), "(dimensionless)")
show("Derived beta1", beta1, "a.u.")
show("Derived beta2", beta2, "a.u.")
show("g = 2 A beta1", g, "a.u.")
show("c2", c2, "a.u.")
show("c3", c3, "a.u.")
show("sqrt(rs) coefficient if beta2 is 10% too large",
     root_direct, "a.u.", 4)
show("d0", d0, "a.u.")
show("d1", d1, "a.u.")
show("d2", d2, "a.u.")
show("Largest relative difference from libxc", libxc_error,
     "(dimensionless)", 2)
print("High series = c0 ln rs - c1 + c2 rs ln rs - c3 rs")
for r in (0.001, 0.01, 0.1, 1.0):
    value = float(pw_form(r, *params))
    two = float(c0*mp.log(r) - c1)
    four = two + float(c2*r*mp.log(r) - c3*r)
    print(f"rs={r:g} bohr: G={value:.6f}, first two terms={two:.6f}, "
          f"four terms={four:.6f} hartree")
print("Low series = -d0/rs + d1/rs^1.5 - d2/rs^2")
for r in (100.0, 1000.0, 10000.0):
    value = 1000*float(pw_form(r, *params))
    one = -1000*float(d0)/r
    two = one + 1000*float(d1)/r**1.5
    three = two - 1000*float(d2)/r**2
    print(f"rs={r:g} bohr: G={value:.6f}, one term={one:.6f}, "
          f"two={two:.6f}, three={three:.6f} millihartree")
show("RPA logarithm coefficient from quadrature", c0_rpa, "hartree", 5)
show("RPA constant c1 from quadrature", c1_rpa, "hartree", 4)
show("RPA remainder: local power of rs, 0.001 to 0.01 bohr",
     rest_power, "(dimensionless)", 3)
show("RPA beta1 from the prescription", b1_rpa, "a.u.", 4)
show("RPA beta2 from the prescription", b2_rpa, "a.u.", 4)
show("Error at rs=0.001 bohr with beta2", error_with, "hartree", 2)
show("Error at rs=0.001 bohr with beta2=0", error_without, "hartree", 2)
show("bcc static energy times rs", static, "a.u.")
show("Exchange energy times rs", exchange, "a.u.")
show("bcc value of d0 after removing exchange", d0_crystal, "a.u.")
show("Einstein curvature times rs^3", curvature, "a.u.", 5)
show("Einstein zero-point energy times rs^1.5", einstein, "a.u.", 4)
print("ALL CHECKS PASSED")
```

Printed output:

```
Unpolarized uniform gas, Hartree atomic units, rs in bohr
Input c0 = A: 0.0310907 hartree
Input c1: 0.046644 hartree
Input alpha1: 0.2137 a.u.
Input beta3: 1.6382 a.u.
Input beta4 (p = 1): 0.49294 a.u.
Exponent -c1/(2 c0): -0.750128 (dimensionless)
Derived beta1: 7.59562 a.u.
Derived beta2: 3.58746 a.u.
g = 2 A beta1: 0.472306 a.u.
c2: 0.00664408 a.u.
c3: 0.0104277 a.u.
sqrt(rs) coefficient if beta2 is 10% too large: 0.002937 a.u.
d0: 0.433521 a.u.
d1: 1.44073 a.u.
d2: 3.66164 a.u.
Largest relative difference from libxc: 9.6e-06 (dimensionless)
High series = c0 ln rs - c1 + c2 rs ln rs - c3 rs
rs=0.001 bohr: G=-0.261467, first two terms=-0.261411, four terms=-0.261467 hartree
rs=0.01 bohr: G=-0.190234, first two terms=-0.189822, four terms=-0.190232 hartree
rs=0.1 bohr: G=-0.120879, first two terms=-0.118233, four terms=-0.120806 hartree
rs=1 bohr: G=-0.059774, first two terms=-0.046644, four terms=-0.057072 hartree
Low series = -d0/rs + d1/rs^1.5 - d2/rs^2
rs=100 bohr: G=-3.191001, one term=-4.335213, two=-2.894481, three=-3.260645 millihartree
rs=1000 bohr: G=-0.391374, one term=-0.433521, two=-0.387961, three=-0.391623 millihartree
rs=10000 bohr: G=-0.041947, one term=-0.043352, two=-0.041911, three=-0.041948 millihartree
RPA logarithm coefficient from quadrature: 0.031089 hartree
RPA constant c1 from quadrature: 0.0711 hartree
RPA remainder: local power of rs, 0.001 to 0.01 bohr: 0.886 (dimensionless)
RPA beta1 from the prescription: 5.126 a.u.
RPA beta2 from the prescription: 1.634 a.u.
Error at rs=0.001 bohr with beta2: 1.9e-05 hartree
Error at rs=0.001 bohr with beta2=0: 0.0006 hartree
bcc static energy times rs: -0.895929 a.u.
Exchange energy times rs: -0.458165 a.u.
bcc value of d0 after removing exchange: 0.437764 a.u.
Einstein curvature times rs^3: 0.99998 a.u.
Einstein zero-point energy times rs^1.5: 1.5 a.u.
ALL CHECKS PASSED
```
